# Why the A2 lone-pair combination of a D2d tetraamide is metal-nonbonding

## Part 2. Allowed couplings, twists and a computed case

### Symbols and results carried over

The upper nitrogens 1 and 2 have polar angle $\theta$ and azimuths $45^\circ$ and $225^\circ$. The lower ones, 3 and 4, have polar angle $180^\circ-\theta$ and azimuths $135^\circ$ and $315^\circ$. Their bond directions are $\mathbf b_i$, and their lone pairs $t_i$ point along the azimuthal vectors $\mathbf t_i$. The combinations are $L(A_2)=\frac12(t_1+t_2+t_3+t_4)$, $L(B_1)=\frac12(t_1+t_2-t_3-t_4)$ and the E pair $(t_1-t_2)/\sqrt2$, $(t_3-t_4)/\sqrt2$. A p orbital along $\mathbf u\perp\mathbf b$ overlaps a metal harmonic $Y$ by $S_{l\pi}\,\mathbf u\cdot\nabla Y(\mathbf b)/N_l$, with $N_1=\sqrt{3/4\pi}$ and $N_2=\sqrt{15/4\pi}$. $L(A_2)$ has no overlap or Fock element with metal s, p or d, and its overlap with $f_{z(x^2-y^2)}$ is $-(\sqrt{10}/2)\sin2\theta\,S_{f\pi}$.

### The combinations that do couple

For B$_1$, take $d_{x^2-y^2}$, with $Y=\sqrt{15/16\pi}\,\sin^2\vartheta\cos2\varphi$. Since $\sqrt{15/16\pi}/N_2=\frac12$, the azimuthal derivative divided by $N_2\sin\theta$ is $-\sin\theta\sin2\varphi_i$. This is $-\sin\theta$ at the upper sites and $+\sin\theta$ at the lower ones. The minus signs in $L(B_1)$ make all four terms equal:

$$
\langle d_{x^2-y^2}|L(B_1)\rangle=\tfrac12\cdot4(-\sin\theta)S_{d\pi}=-2\sin\theta\,S_{d\pi}.
$$

For E, define $\mathbf c=(-1,1,0)/\sqrt2$. Then $\mathbf t_1=\mathbf c$ and $\mathbf t_2=-\mathbf c$. The function $p_c$ has $Y/N_1=\mathbf c\cdot\mathbf r$ on the unit sphere, whose derivative along $\mathbf t_i$ is $\mathbf c\cdot\mathbf t_i=\pm1$. The function $d_{cz}$ has $Y/N_2=z\,\mathbf c\cdot\mathbf r$. Because $\mathbf t_i$ has no $z$ component, its derivative is $\cos\theta\,\mathbf c\cdot\mathbf t_i$. The minus sign in $(t_1-t_2)/\sqrt2$ makes the two terms add:

$$
\langle p_c|L(E)\rangle=\sqrt2\,S_{p\pi},\qquad
\langle d_{cz}|L(E)\rangle=\sqrt2\cos\theta\,S_{d\pi}.
$$

At $\theta=55^\circ$ the factors are $-1.49$ for A$_2$ with f, $-1.64$ for B$_1$ with d, $1.41$ for E with p and $0.81$ for E with d. The f factor is not small. Any weakness of that coupling must come from the radial overlap and the energy separation.

These factors were tested against Gaussian overlap integrals at $\theta=40^\circ$, $55^\circ$ and $70^\circ$, with exponents of 0.2 bohr$^{-2}$ on the metal and 0.3 bohr$^{-2}$ on nitrogen and an M–N distance of 0.190 nm. The nonzero factors agreed to about one part in $10^5$ or better, and all nine A$_2$ overlaps with s, p and d were below $10^{-11}$.

### How many ligand pairs can be donated

Add one $\sigma$ function per nitrogen, a p orbital $h_i$ along $\mathbf b_i$. The operations permute these functions without a sign, so their character is $(4,0,0,0,2)$. The reduction formula gives $A_1+B_2+E$. The eight ligand functions can then couple to the nine metal s, p and d functions as follows:

- A$_1$: one ligand function, with s and $d_{z^2}$; rank 1.
- B$_2$: one ligand function, with $p_z$ and $d_{xy}$; rank 1.
- B$_1$: one ligand function, with $d_{x^2-y^2}$; rank 1.
- E: a $\sigma$ and a $\pi$ function for each component, with one p and one d; rank at most 2 per component, so 4 in total.
- A$_2$: one ligand function and no metal function; rank 0.

The total is at most $1+1+1+4=7$. Whether E reaches its full rank depends on a determinant. For the component along $\mathbf c$, the $\pi$ function is $(t_1-t_2)/\sqrt2$ and the $\sigma$ function is $(h_3-h_4)/\sqrt2$, because $\mathbf b_3=\sin\theta\,\mathbf c-\cos\theta\,\hat{\mathbf z}$ and $\mathbf b_4=-\sin\theta\,\mathbf c-\cos\theta\,\hat{\mathbf z}$. A $\sigma$ overlap selects the $m=0$ harmonic about the bond, so it equals $S_{l\sigma}Y(\mathbf b)/\sqrt{(2l+1)/4\pi}$. This gives $\sqrt2\sin\theta\,S_{p\sigma}$ for $p_c$ and $-\sqrt6\sin\theta\cos\theta\,S_{d\sigma}$ for $d_{cz}$. The determinant is

$$
\begin{aligned}
\Delta&=(\sqrt2S_{p\pi})(-\sqrt6\sin\theta\cos\theta\,S_{d\sigma})\\
&\quad-(\sqrt2\sin\theta\,S_{p\sigma})(\sqrt2\cos\theta\,S_{d\pi})\\
&=-2\sin\theta\cos\theta\,(\sqrt3S_{p\pi}S_{d\sigma}+S_{p\sigma}S_{d\pi}).
\end{aligned}
$$

It vanishes at $\theta=90^\circ$, or if the bracket happens to vanish. For the Gaussian model above at $55^\circ$ the computed rank is 7, and the one uncoupled ligand vector is $L(A_2)$.

Seven ligand pairs, or 14 electrons, is therefore the symmetry limit for donation into metal s, p and d functions. It is an upper limit on a formal count and not a measured charge transfer. If the metal p functions are left out of the model, each E component has one metal function instead of two. The limit then falls to $1+1+1+2=5$ pairs.

### What a twist does

Rotate each amide about its M–N bond by $\eta_i\tau$, where $\eta_i=\pm1$ gives the sense seen along the outward bond. The right-handed spherical unit vectors satisfy $\mathbf b\times\mathbf t=-\hat{\boldsymbol\vartheta}$, so the lone-pair direction becomes

$$
\mathbf u_i=\cos\tau\,\mathbf t_i-\eta_i\sin\tau\,\hat{\boldsymbol\vartheta}_i .
$$

Proper rotations preserve the sense of a twist, and improper operations reverse it. If all $\eta_i$ are equal, the group becomes D$_2$. If $\eta=+1$ on the upper pair and $-1$ on the lower pair, it becomes S$_4$. In D$_2$ the former A$_2$ combination has the same signs as $p_z$ and $d_{xy}$. In S$_4$ it has the same signs as s and $d_{z^2}$.

The azimuthal part of $\mathbf u_i$ still gives zero, so the new overlaps come from the polar derivative:

- $p_z$: $Y/N_1=\cos\vartheta$ has derivative $-\sin\theta$ at every site. Each term is $\eta_i\sin\tau\sin\theta$.
- $d_{xy}$: $Y/N_2=\frac12\sin^2\vartheta\sin2\varphi$ has derivative $\sin\vartheta\cos\vartheta\sin2\varphi$. Both $\cos\vartheta$ and $\sin2\varphi$ change sign between the pairs, so this is $\sin\theta\cos\theta$ at every site. Each term is $-\eta_i\sin\tau\sin\theta\cos\theta$.
- $d_{z^2}$: $Y/N_2=(3\cos^2\vartheta-1)/(2\sqrt3)$ has derivative $-\sqrt3\sin\vartheta\cos\vartheta$, which changes sign between the pairs. Each term is $\sqrt3\,\eta_i\sin\tau\sin\vartheta_i\cos\vartheta_i$.

Summing four terms with the factor $\frac12$ gives, for equal senses,

$$
\langle p_z|L\rangle=2\sin\theta\sin\tau\,S_{p\pi},\qquad
\langle d_{xy}|L\rangle=-\sin2\theta\sin\tau\,S_{d\pi},
$$

and for alternating senses

$$
\langle d_{z^2}|L\rangle=\sqrt3\sin2\theta\sin\tau\,S_{d\pi}.
$$

The direct overlap with s remains zero, because the lone pair is still perpendicular to its bond. Metal s can enter indirectly, through $\sigma$ functions of the same S$_4$ symmetry.

For small $\tau$ the couplings are linear in $\tau$. To leading order in perturbation theory, the metal population they induce is quadratic. At $\tau=90^\circ$ the lone pairs lie in the mirror planes and D$_{2d}$ symmetry returns. They then transform as the site permutation times $\zeta(g)$, the sign given to $z$, which has B$_2$ characters. The product $B_2\times(A_1+B_2+E)$ is $B_2+A_1+E$, and every combination has a metal partner. The orientation of the amides, and not the D$_{2d}$ label alone, produces the nonbonding combination.

### Ti(NH$_2$)$_4$ at a stated level

The computed case is Ti(NH$_2$)$_4$ by restricted Hartree–Fock. The basis is def2-SVP on Ti and N and 6-31G on H. A Ti f shell of exponent 0.8 bohr$^{-2}$ is added to the one already in def2-SVP. The geometry is chosen and not optimized: $\theta=55^\circ$, Ti–N 0.190 nm, N–H 0.101 nm and H–N–H $112^\circ$.

The A$_2$ level lies at $-9.12$ eV, E at $-10.36$ eV and B$_1$ at $-11.30$ eV. A larger basis, def2-TZVP on Ti and N without the nitrogen f functions, with the same added Ti f shell and def2-SVP on H, lowers these levels by 0.17 to 0.22 eV and keeps their order. A$_2$ is the highest occupied orbital in both bases. The values below are for the smaller basis unless stated otherwise. The largest overlap of the A$_2$ orbital with any Ti s, p or d function is $4\times10^{-12}$, and its largest Fock element is $1\times10^{-12}$ hartree, both at rounding level.

The Mulliken populations on Ti show the same pattern. A$_2$ has 0.7% f and no s, p or d. B$_1$ has 16.4% d. E has 7.4% p, 3.3% d and 0.2% f. These percentages depend on the basis. In the larger basis E has 1.0% p and 5.3% d, so the relative sizes of its p and d populations should not be interpreted. The absence of s, p and d from A$_2$ is fixed by symmetry and does not change.

The squared overlap of the A$_2$ orbital with the pattern built from the inner contracted nitrogen p functions is 0.78. The shortfall from 1 is not hidden s, p or d bonding. The hydrogens lie in the mirror planes, so their s functions are even under reflection and cannot enter. In this basis the rest can come only from the outer nitrogen p functions, nitrogen d functions and Ti f.

To isolate the metal d coupling, the Ti d functions were deleted from the converged Fock and overlap matrices, with all other elements held fixed. The A$_2$ level moved by $2\times10^{-6}$ eV, while B$_1$ rose by 1.23 eV. Deleting Ti f instead raised A$_2$ by 0.05 eV. In the larger basis the B$_1$ shift is 1.08 eV and the f shift is 0.046 eV. Such shifts include the loss of basis flexibility as well as the loss of bonding.

The numbers also show that d bonding does not explain the whole level splitting. A$_2$ lies above B$_1$ by

$$
-9.123-(-11.302)=2.179\ \text{eV}.
$$

With d deleted for B$_1$ and f deleted for A$_2$, neither level contains a metal function, since B$_1$ occurs only in the d shell among the metal functions used. The separation is then

$$
2.179-1.225+0.051=1.005\ \text{eV}.
$$

About 1.0 eV of the splitting thus remains between purely ligand combinations in the fixed field of the molecule. The larger basis gives 1.1 eV. The absence of a d partner contributes to the high position of A$_2$ but is not its sole cause.

### Sensitivity to orientation

Two further self-consistent calculations used twists of $20^\circ$ with bond lengths, $\theta$ and H–N–H angle held fixed. The angular factors are 0.56 for $p_z$ and $-0.32$ for $d_{xy}$ in the D$_2$ twist, and 0.56 for $d_{z^2}$ in the S$_4$ twist.

- D$_2$ twist: the A$_2$-derived level falls by 0.22 eV and acquires 1.7% Ti p and 0.8% Ti d.
- S$_4$ twist: it falls by 0.28 eV and acquires 3.1% Ti d. The s population rounds to zero.

The larger basis gives the same two level shifts but different populations: 0.5% p and 1.1% d for D$_2$, which reverses their order, and 3.4% d for S$_4$. In both twists the overlaps with metal s, p and d functions forbidden by the remaining symmetry stayed below $10^{-5}$ in the smaller basis. The level shifts also contain changes in ligand–ligand coupling and in the self-consistent field, so they are not measures of metal bonding alone.

Both twists lower the total energy, by 0.03 eV for D$_2$ and 0.13 eV for S$_4$. The chosen D$_{2d}$ structure is therefore not the lowest-energy structure of this model in the smaller basis. The larger basis keeps both signs, with lowerings of 0.030 eV for D$_2$ and 0.125 eV for S$_4$. At 350 K, $kT$ is 0.030 eV, so the two energy changes are about 1 and 4 times $kT$. Larger twists can matter more. With the same fixed bond lengths and angles, an S$_4$ twist of $45^\circ$ lies 0.30 eV below the untwisted structure in the smaller basis and 0.29 eV below it in the larger one, about 10 times $kT$. Its highest occupied level is a degenerate pair with Ti p and d character. For this model molecule the untwisted structure is therefore a symmetry reference, and a thermal average should not be centred on it.

### Relation to a real precursor

The dimethylamide Ti(NMe$_2$)$_4$ is used as a vapour-phase precursor for titanium nitride films. A Ti–N distance near 0.19 nm and a delivery temperature near 350 K are rough but reasonable values for it. The computed molecule has hydrogen in place of methyl, which changes the lone-pair energies and may change the preferred twist. Methyl hydrogens outside the mirror planes can form combinations that are odd under reflection, so they can mix with A$_2$ without breaking the metal selection rule. That shift was not computed. A real molecule need not lie near the untwisted orientation, so its twist should be taken from its own structure before the A$_2$ rule is applied. In the NH$_2$ model the two $20^\circ$ twists of all four amides lower the level by 0.2 to 0.3 eV, while twisting a single amide by $20^\circ$ lowers it by only 0.03 eV. Electron correlation and orbital relaxation are omitted, so the orbital energies should not be read as ionization energies of the precursor.

### Use in a calculation

For an exact D$_{2d}$ structure with this orientation, set the A$_2$ couplings to metal s, p and d to zero. Whether to keep metal f depends on the accuracy sought. In the example, deleting both Ti f shells raises the A$_2$ level by 0.05 eV with the Fock matrix held fixed, and by 0.03 eV when the calculation is repeated self-consistently without them. For the two twists treated here, restore the $p_z$ and $d_{xy}$ couplings in D$_2$, or the s and $d_{z^2}$ couplings in S$_4$. A less symmetric twist, such as that of a single amide, can admit other metal p and d functions too, so keep all the couplings in that case.

Symmetry labels need care when a code uses a subgroup. In C$_{2v}$, which keeps $C_2$ and the two mirrors, A$_2$ and B$_1$ have identical characters, so $d_{x^2-y^2}$ appears in the same block as $L(A_2)$. In D$_2$, A$_2$ and B$_2$ merge, and $p_z$ and $d_{xy}$ appear there. A shared label does not imply a coupling: at the full D$_{2d}$ geometry the matrix elements are still zero. The reliable check is to form $L(A_2)$ with the signs given here and evaluate its overlap and Fock elements directly. For the example, the numerical output gives the largest overlap and Fock element between the full A$_2$ molecular orbital and the Ti s, p and d functions.

## Numbers as computed

```
Lone-pair characters (E, S4, C2, C2p, sigma_d): [4, 0, 0, 0, -2]
Lone-pair irreps: {'A2': 1, 'B1': 1, 'E': 1}
Metal s irreps: {'A1': 1}
Metal p irreps: {'B2': 1, 'E': 1}
Metal d irreps: {'A1': 1, 'B1': 1, 'B2': 1, 'E': 1}
Metal f irreps: {'A1': 1, 'A2': 1, 'B2': 1, 'E': 2}
Rank of 8 ligand functions on metal s,p,d: 7
Largest donated electron count: 14
Polar angle theta: 55.0 deg
Ti-N distance: 0.190 nm
N-H distance: 0.101 nm
H-N-H angle: 112.0 deg
Angular factors at this theta (multiply S_l,pi):
  A2 with f z(x2-y2): -1.4858
  B1 with d x2-y2: -1.6383
  E with p: 1.4142; E with d: 0.8112
Basis functions: 110; occupied orbitals: 29
RHF total energy: -1070.641801 hartree
A2 level: -9.123 eV; lone-pair share 0.783
  Ti populations s,p,d,f: 0.00, 0.00, 0.00, 0.72 percent
B1 level: -11.302 eV; lone-pair share 0.637
  Ti populations s,p,d,f: 0.00, 0.00, 16.37, 0.00 percent
E level: -10.359 eV; lone-pair share 0.676
  Ti populations s,p,d,f: -0.00, 7.42, 3.26, 0.22 percent
Occupied orbitals above A2: 0
HOMO energy: -9.123 eV
A2 largest overlap with a Ti s,p,d function: 3.9e-12
A2 largest Fock element with Ti s,p,d: 1.4e-12 hartree
A2 shift on deleting Ti d: 0.000002 eV
B1 shift on deleting Ti d: 1.225 eV
A2 shift on deleting Ti f: 0.0511 eV
Twist angle: 20.0 deg
Twist factors D2: p_z 0.5603, d_xy -0.3214
Twist factor S4: d_z2 0.5567
D2 twist: total energy change -0.0328 eV
  A2-derived level shift -0.2196 eV; share 0.759
  Ti populations s,p,d,f: 0.00, 1.67, 0.80, 0.63 percent
S4 twist: total energy change -0.1324 eV
  A2-derived level shift -0.2833 eV; share 0.753
  Ti populations s,p,d,f: 0.00, 0.00, 3.10, 0.61 percent
kT at 350 K: 0.0302 eV
```
